\section*{Error of the mean for a correlated AR(1) series}

\section*{Question}

I am learning to put error bars on averages from first-principles molecular dynamics. To practise on data with a known answer, I replaced the energy record by an AR(1) series,
\begin{equation}
x_{t+1}-\mu=\phi\,(x_t-\mu)+\sigma\sqrt{1-\phi^2}\;\xi_t ,
\label{eq:ar}
\end{equation}
with independent standard normal numbers $\xi_t$, $\phi=0.9$, $\sigma=0.002$ hartree and $N=2000$ stored values. The usual $s/\sqrt N$ gives an error of $4.3\times10^{-5}$ hartree, but my average is $1.75\times10^{-4}$ hartree away from the $\mu$ I put in. That is four error bars.

I know that the values are correlated, so I tried two cures. Averaging over blocks gives an error that keeps growing with the block length. Summing the measured autocorrelation function over all lags gives an error of zero. What is the correct error for this series, and how should I get it from data when $\phi$ is not known?

\section*{Answer}

Your average is unremarkable; the error bar is too small. For this model the correct error can be derived, and each recipe can then be compared with it. I assume $|\phi|<1$ and a stationary series, meaning that the first value is already drawn from the equilibrium distribution. In a simulation, this means that equilibration has been discarded.

\subsection*{The correct error}

Let $u_t=x_t-\mu$. The noise amplitude in \eqref{eq:ar} keeps the variance constant, because $\phi^2\sigma^2+(1-\phi^2)\sigma^2=\sigma^2$. For $k\ge1$, multiply the recursion for $u_{t+k}$ by $u_t$ and average. The noise entering $u_{t+k}$ is independent of the earlier $u_t$, so its term vanishes:
\begin{equation}
\langle u_tu_{t+k}\rangle=\phi\,\langle u_tu_{t+k-1}\rangle
\quad\Rightarrow\quad
\langle u_tu_{t+k}\rangle=\sigma^2\phi^k .
\end{equation}

The deviation of the sample mean is $\bar u=\bar x-\mu=N^{-1}\sum_tu_t$. Its square contains $N$ terms with equal times and, for each lag $k$, $2(N-k)$ terms with times $k$ apart. Hence
\begin{equation}
\langle\bar u^2\rangle=\frac{\sigma^2}{N}\,g_N,\qquad
g_N=1+\frac2N\sum_{k=1}^{N-1}(N-k)\phi^k .
\label{eq:gsum}
\end{equation}
For independent data $g_N=1$. To do the sum, note that $\phi^k$ occurs $N-k$ times in the double sum below, once for each $m$ from $k$ to $N-1$:
\begin{align}
\sum_{k=1}^{N-1}(N-k)\phi^k
&=\sum_{m=1}^{N-1}\sum_{k=1}^{m}\phi^k
=\frac{\phi}{1-\phi}\sum_{m=1}^{N-1}(1-\phi^m)\nonumber\\
&=\frac{\phi}{1-\phi}\left[N-1-\frac{\phi-\phi^N}{1-\phi}\right]
=\frac{\phi}{1-\phi}\left[N-\frac{1-\phi^N}{1-\phi}\right].
\end{align}
Insert this in \eqref{eq:gsum} and use $1+2\phi/(1-\phi)=(1+\phi)/(1-\phi)$:
\begin{equation}
g_N=g-\frac{2\phi(1-\phi^N)}{N(1-\phi)^2},\qquad
g=\lim_{N\to\infty}g_N=\frac{1+\phi}{1-\phi}.
\label{eq:g}
\end{equation}
The number $g$ is the statistical inefficiency. For a long record, the mean is as uncertain as that of $N/g$ independent values.

For positive $\phi$, write $\phi=e^{-1/\tau}$, where $\tau$ is the correlation time in steps. Multiplying numerator and denominator of $g$ by $e^{1/(2\tau)}$ gives $g=\coth[1/(2\tau)]\approx2\tau$ for slow decay. For negative $\phi$, successive deviations tend to cancel and $g<1$: at $\phi=-0.5$, $g=1/3$, and the naive error is too large. If $\phi\to1$ at fixed $N$, \eqref{eq:gsum} gives $g_N\to N$, so the whole record is worth one value.

For your series $g=1.9/0.1=19$, and
\begin{equation}
g_N=19-\frac{2(0.9)}{2000\,(0.1)^2}=19-0.09=18.91 ,
\end{equation}
since $0.9^{2000}$ is negligible. There are about $2000/19\approx105$ effective samples. The correct error is
\begin{equation}
\frac{0.002}{\sqrt{2000}}\sqrt{18.91}
=(4.47\times10^{-5})(4.349)
=1.945\times10^{-4}\ \text{hartree},
\end{equation}
or 5.29 meV. Your deviation is $1.75/1.945\approx0.9$ of this.

\subsection*{What the naive formula estimates}

To compare recipes, multiply each estimate of the squared error by $N/\sigma^2$ and call the result $G$. The target is then $g_N$. Let $y_t=x_t-\bar x=u_t-\bar u$. Since $\sum_tu_t=N\bar u$,
\begin{equation}
\sum_ty_t^2=\sum_tu_t^2-N\bar u^2,\qquad
\Big\langle\sum_ty_t^2\Big\rangle=\sigma^2(N-g_N).
\label{eq:dev}
\end{equation}
The naive squared error is $s^2/N$ with $s^2=\sum_ty_t^2/(N-1)$, so
\begin{equation}
\langle G_{\rm naive}\rangle=\frac{N-g_N}{N-1}=0.991 .
\end{equation}
The spread $s$ of single values is nearly right. The fault lies in dividing $s^2$ by $N$ as if all values were independent.

It follows how often the naive bar covers $\mu$. The mean is a sum of Gaussian variables, hence Gaussian, with standard deviation $\sqrt{g_N}$ naive errors. It lies within one naive error of $\mu$ with probability ${\rm erf}(1/\sqrt{2g_N})\approx18\%$, instead of 68\%. In 4000 simulated records the fraction was 18.0\%.

\subsection*{Blocking}

Cut the record into $M=N/B$ blocks of length $B$, with block means $b_j$. Treating these as independent gives the squared error
\begin{equation}
e_B^2=\frac{1}{M(M-1)}\sum_{j=1}^M(b_j-\bar x)^2 .
\end{equation}
A block is a short AR(1) record, so $b_j$ has variance $\sigma^2g_B/B$, with $g_B$ from \eqref{eq:g}. The step that led to \eqref{eq:dev}, now applied to the $b_j$, gives
\begin{align}
\Big\langle\sum_j(b_j-\bar x)^2\Big\rangle
&=M\sigma^2\left(\frac{g_B}{B}-\frac{g_N}{N}\right),\nonumber\\
\langle G_B\rangle
&=\frac{N}{M-1}\left(\frac{g_B}{B}-\frac{g_N}{N}\right)
=\frac{Mg_B-g_N}{M-1}.
\label{eq:block}
\end{align}
For $B=100$, \eqref{eq:g} gives $g_B=17.20$, and $\langle G_B\rangle=(20\times17.20-18.91)/19=17.11$. The estimate is low because neighbouring blocks are still correlated across their common boundary.

Longer blocks reduce this bias but leave fewer of them. For $M$ independent Gaussian block means, a rotation of the variables that separates off their average leaves $M-1$ independent Gaussian variables of equal variance. The sum of squared deviations is the sum of their squares. The square of a standard normal variable has mean 1 and variance $3-1=2$, so the sum has relative scatter
\begin{equation}
\frac{\sqrt{2(M-1)}}{M-1}=\sqrt{\frac{2}{M-1}} .
\end{equation}
The error bar is the square root of $G_B$ up to a constant, so for small scatter its relative uncertainty is half of this, $1/\sqrt{2(M-1)}$.

The table gives the mean and standard deviation of $G_B$, computed without sampling noise from the covariance matrix that the recursion generates. The last column is the error found from one simulated record with your parameters.

\begin{center}
\begin{tabular}{rrrrr}
$B$ & $M$ & mean $G_B$ & st.\ dev. & one record ($10^{-4}$ hartree)\\
\hline
1 & 2000 & 0.99 & 0.10 & 0.43\\
10 & 200 & 7.22 & 0.92 & 1.13\\
50 & 40 & 15.33 & 3.52 & 1.45\\
100 & 20 & 17.11 & 5.57 & 1.68\\
200 & 10 & 18.01 & 8.49 & 2.08\\
500 & 4 & 18.55 & 15.15 & 2.89
\end{tabular}
\end{center}

This is the growth you saw, and it has two parts. Up to about $B=100$ most of it is the bias disappearing. From $B=100$ to $500$ the expected $G_B$ rises by only 8\%, or about 4\% in the root-mean-square error, whereas this record's error rises by 72\%. That is mainly noise, and a larger rise than most records show: the relative uncertainty of the error bar is 16\% at $B=100$ and roughly 41\% at $B=500$. A record with 105 effective samples need not show a clean plateau.

\subsection*{Summing the autocorrelation function}

The other route estimates the sum in \eqref{eq:gsum} from the data. Define
\begin{equation}
c_k=\frac1N\sum_{t=1}^{N-k}y_ty_{t+k},\qquad
G_W=\frac1{\sigma^2}\left(c_0+2\sum_{k=1}^{W}c_k\right).
\end{equation}
The squared error itself, $\sigma^2G_W/N$, does not require $\sigma$. With all lags included, the bracket contains every product $y_ty_{t'}$ once, so it equals $N^{-1}(\sum_ty_t)^2$. This is zero for any data, because deviations from the sample mean add up to zero. Your second result was this identity, and the sum must be cut at a window $W$.

The cut has two costs. First, the missing tail is $2\sum_{k>W}\phi^k=2\phi^{W+1}/(1-\phi)$. Second, the sample mean has been subtracted instead of $\mu$:
\begin{equation}
y_ty_{t+k}=u_tu_{t+k}-\bar u\,(u_t+u_{t+k})+\bar u^2 .
\end{equation}
Away from the ends of the record, $\langle\bar u\,u_t\rangle=(\sigma^2/N)\sum_{t'}\phi^{|t-t'|}\approx\sigma^2g/N$, and $\langle\bar u^2\rangle\approx\sigma^2g/N$ too. Each lag is therefore shifted by $(-2+1)\sigma^2g/N$. The sum in $c_k$ has $N-k$ terms, and I set the factor $(N-k)/N$ to one. In the term $\sigma^2\phi^k$ this overestimates $G_W$ by at most $(2/N)\sum_kk\phi^k=2\phi/[N(1-\phi)^2]$, which is $g-g_N$ for a long record, here 0.09. Lag zero counts once and the others twice, so for $W\ll N$
\begin{equation}
\langle G_W\rangle\approx g-\frac{2\phi^{W+1}}{1-\phi}-\frac{(2W+1)g}{N}.
\label{eq:window}
\end{equation}
At $W=50$ this is $19-0.09-0.96=17.95$; the covariance matrix gives 17.87, and the neglected factor $(N-k)/N$ accounts for most of the difference. When the tail is negligible, \eqref{eq:window} is $g[1-(2W+1)/N]$, so dividing $G_W$ by the bracket removes most of the second loss.

For the scatter, neglect the subtraction of the mean. For Gaussian variables, $\langle u_au_bu_cu_d\rangle-\langle u_au_b\rangle\langle u_cu_d\rangle=\langle u_au_c\rangle\langle u_bu_d\rangle+\langle u_au_d\rangle\langle u_bu_c\rangle$. The two terms contribute equally to the variance by symmetry:
\begin{equation}
{\rm Var}(G_W)\approx\frac{2}{N^2}\sum_{|a-b|\le W}\ \sum_{|c-d|\le W}\phi^{|a-c|}\phi^{|b-d|}
\approx\frac{2(2W+1)}{N}\,g^2 .
\end{equation}
In the last step there are about $N(2W+1)$ pairs $(a,b)$, and for each the sums over $c$ and $d$ give about $g$ apiece. This requires $\tau\ll W\ll N$. At $W=50$, about five correlation times, it gives a standard deviation of 6.0, while the covariance matrix gives 5.4.

\begin{center}
\begin{tabular}{rrrr}
$W$ & mean $G_W$ & mean, corrected & st.\ dev.\ of $G_W$\\
\hline
10 & 12.50 & 12.63 & 1.82\\
50 & 17.87 & 18.82 & 5.39\\
100 & 17.05 & 18.95 & 7.65\\
200 & 15.29 & 19.13 & 10.26
\end{tabular}
\end{center}

A short window misses the tail and a long one collects noise, which is the same compromise as in blocking.

\subsection*{Choosing the window without knowing $\phi$}

For a correlation function that is a single decaying exponential, as for $\phi>0$, and a record much longer than $\tau$, a workable rule is to compute $\hat g(W)=(c_0+2\sum_{k=1}^Wc_k)/c_0$ for increasing $W$ and stop at the first $W\ge3\hat g(W)$. For slow decay, $3g\approx6\tau$, so the neglected tail is about $e^{-6}\approx0.25\%$ of $g$ if $\hat g$ is close to $g$; a record with a low $\hat g$ stops earlier and loses more, for example $2(0.9)^{39}/0.1\approx0.33$, or 1.7\% of $g$, at $W=38$. The rule can fail when the correlation changes sign: at $\phi=-0.5$, $\hat g(1)\approx1+2\phi=0$, so it stops at $W=1$ with a value near zero instead of $1/3$.

For the record in the blocking table, the rule stops at $W=38$ and gives a corrected $G=12.1$. The error is $0.002\sqrt{12.1/2000}\approx1.56\times10^{-4}$ hartree, 20\% below the correct value. Over the 4000 records the corrected $G$ has mean 20.2 and standard deviation 7.9. The mean is about 7\% above $g_N$. Part of this is chance: the same records give 18.11 for the fixed window $W=50$, 1.3\% above the exact 17.87, so the true bias is somewhat smaller than 7\%. The excess of 1.3 in the corrected $G$ is still about ten times its sampling uncertainty $7.9/\sqrt{4000}\approx0.12$, so the correction derived for a fixed window does not make a window chosen from the data unbiased.

The resulting error bars are nevertheless useful. One error bar covered $\mu$ in 69.3\% of the records with this rule and in 66.2\% with blocks of 100, against 68.3\% for a Gaussian mean with known error. For blocks, a Student $t$ distribution with 19 degrees of freedom, evaluated at $\sqrt{17.11/18.91}$, predicts about 65\%, so the simulated fraction is on the high side; the means of these records happened to scatter a little less than $g_N$ implies. Each simulated fraction has a sampling uncertainty of $\sqrt{0.68\times0.32/4000}\approx0.7$ percentage points, and the close match for the window rule comes with a $G$ that is biased upward, so it does not show the rule to be exact. Either method repairs most of the damage; quote such an error to one or two digits.

\subsection*{What changes for real trajectories}

A real energy record may have several correlation times. If its correlation function is $\sum_ia_i\phi_i^k$ with $\sum_ia_i=1$, the sum in \eqref{eq:gsum} is linear in it, and for long records
\begin{equation}
g=\sum_ia_i\,\frac{1+\phi_i}{1-\phi_i}.
\end{equation}
A slow motion with a small weight $a_i$ can then dominate $g$. The window or block must be long compared with that slow time, and the record much longer still. If the trajectory is too short for this, neither method can be relied on to reveal the missing error. The stopping rule $W\ge3\hat g(W)$ can fail here however long the record. Take $0.9\,(0.5)^k+0.1\,(0.99)^k$, for which $g=0.9\times3+0.1\times199=22.6$. With the exact correlation function, $\hat g(19)\approx1+2(0.9\times1+0.1\times17.2)=6.24$ and $3\times6.24<19$, so the rule stops at $W=19$ and returns little more than a quarter of $g$. Follow $\hat g(W)$, or the blocked error, well beyond the stopping point to see whether it is still rising. A rise is a warning rather than a proof of slow motion, because noise alone can produce one, as in the blocking table.

\section*{Values computed for the example and the checks}
\begin{verbatim}
phi = 0.9, N = 2000, sigma = 0.002 hartree
correlation time tau = 9.491 steps, 2 tau = 18.982
g = 19.0000, finite-N g_N = 18.9100
g for phi = -0.5: 0.3333
effective samples N/g = 105.3
naive error sigma/sqrt(N) = 4.472e-05 hartree = 1.217 meV
true error = 1.945e-04 hartree = 5.292 meV
true/naive error = 4.349
Blocking, exact: B, M, g_B, mean G, standard deviation of G
     1  2000    1.000    0.991    0.097
    10   200    7.276    7.218    0.922
    50    40   15.419   15.329    3.516
   100    20   17.200   17.110    5.565
   200    10   18.100   18.010    8.494
   500     4   18.640   18.550   15.147
Window, exact: W, mean G, leading formula, corrected mean, st.dev.
    10   12.498   12.524   12.631    1.823
    50   17.874   17.948   18.824    5.388
   100   17.049   17.090   18.954    7.648
   200   15.293   15.190   19.128   10.258
rough scatter law at W = 50: 6.038
exact/rough scatter at phi = 0.5, W = 50: 0.958
Simulated records: 4000
N Var(mean)/sigma^2 from simulation = 18.230
simulated mean G: naive 0.994, blocks B=100 17.351, window W=50 18.111
automatic window, corrected: mean G 20.244, st.dev. 7.900, median W 54
One record: B, error of mean (hartree), its relative uncertainty
     1 4.297e-05 not applicable
    10 1.130e-04 not applicable
    50 1.453e-04 not applicable
   100 1.680e-04 0.16
   200 2.077e-04 0.24
   500 2.894e-04 0.41
One record: automatic W = 38, corrected G = 12.126, error = 1.557e-04 hartree
One record: actual deviation of mean = 1.748e-04 hartree
coverage of one naive error: predicted 18.1 %, simulated 18.0 %
coverage, blocks B=100: 66.2 %; automatic window: 69.3 %
ideal Gaussian coverage: 68.3 %
\end{verbatim}
